# Recoil Angle and Energy in an Elastic Collision, part 1

(Sections cited here and not found follow in the second part.)

## I. Kinematics of the elastic collision

### Definitions and conventions

A projectile of mass $M_1$ moves with speed $v$ along the unit vector $\hat{\mathbf x}$ and strikes a free target of mass $M_2$ at rest. Its kinetic energy is $E_0=\tfrac12M_1v^2$. All speeds are small compared with that of light. Velocities before the collision are $\mathbf v_1=v\hat{\mathbf x}$ and $\mathbf v_2=0$; a prime marks the values after it. "Before" and "after" refer to times at which the particles are so far apart that their interaction has vanished.

Three angles occur, each between $0$ and $\pi$:

- $\theta$ is the angle through which the relative velocity $\mathbf g=\mathbf v_1-\mathbf v_2$ turns. It is the scattering angle in the centre-of-mass frame.
- $\phi$ is the laboratory angle between $\hat{\mathbf x}$ and the velocity of the recoiling target.
- $\psi$ is the laboratory angle between $\hat{\mathbf x}$ and the final velocity of the projectile.

The recoil energy is $T=\tfrac12M_2|\mathbf v_2'|^2$. The collision is elastic if the total kinetic energy is the same before and after it. The result to be shown is

$$\phi=\frac{\pi-\theta}{2},\qquad T=T_{\max}\cos^2\phi,\qquad T_{\max}=\frac{4M_1M_2}{(M_1+M_2)^2}E_0. \tag{1}$$

The angle in the first relation is $\theta$, not the projectile's laboratory angle $\psi$. At $\theta=0$ the target receives no momentum and its direction is undefined; $\phi=\pi/2$ is then the limit approached by ever weaker collisions.

### What elasticity says about the relative velocity

Let $\mathbf V$ be the velocity of the centre of mass,

$$\mathbf V=\frac{M_1\mathbf v_1+M_2\mathbf v_2}{M_1+M_2}. \tag{2}$$

Solving (2) together with $\mathbf g=\mathbf v_1-\mathbf v_2$ for the two velocities gives

$$\mathbf v_1=\mathbf V+\frac{M_2}{M_1+M_2}\mathbf g,\qquad
\mathbf v_2=\mathbf V-\frac{M_1}{M_1+M_2}\mathbf g. \tag{3}$$

Insert these into the total kinetic energy $K$. The terms containing $\mathbf V\cdot\mathbf g$ have the coefficients $+M_1M_2/(M_1+M_2)$ and $-M_1M_2/(M_1+M_2)$, and they cancel. The terms in $g^2$ add up to

$$\frac12\,\frac{M_1M_2^2+M_2M_1^2}{(M_1+M_2)^2}\,g^2
=\frac12\,\frac{M_1M_2}{M_1+M_2}\,g^2 .$$

With the reduced mass $\mu$, the energy is therefore

$$K=\tfrac12(M_1+M_2)V^2+\tfrac12\mu g^2,\qquad \mu=\frac{M_1M_2}{M_1+M_2}. \tag{4}$$

No external force acts, so the total momentum, and with it $\mathbf V$, is constant. The first term of $K$ cannot change. If $K$ as a whole is unchanged, the second term is unchanged as well:

$$|\mathbf g'|=|\mathbf g|=v. \tag{5}$$

An elastic collision turns the relative velocity without altering its length. The energy available to the relative motion is

$$E_c=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}E_0. \tag{6}$$

### The momentum triangle

Multiply the second relation in (3) by $M_2$. Before the collision the target is at rest, and afterwards it has momentum $\mathbf p_2=M_2\mathbf v_2'$:

$$0=M_2\mathbf V-\mu\mathbf g,\qquad \mathbf p_2=M_2\mathbf V-\mu\mathbf g'.$$

Subtracting the first equation from the second removes $\mathbf V$:

$$\mathbf p_2=\mu(\mathbf g-\mathbf g'). \tag{7}$$

The vectors $\mathbf g$ and $\mathbf g'$, drawn from one point, have equal length by (5) and enclose the angle $\theta$. The vector joining their tips is the base of an isosceles triangle. The angles of a triangle add up to $\pi$, so each base angle is $(\pi-\theta)/2$. The recoil direction is parallel to that base, and $\phi$ is the angle between the base and $\mathbf g$.

To fix the signs, choose $\hat{\mathbf y}$ perpendicular to $\hat{\mathbf x}$ on the side towards which the relative velocity turns. Then

$$\mathbf g=v\hat{\mathbf x},\qquad
\mathbf g'=v(\cos\theta\,\hat{\mathbf x}+\sin\theta\,\hat{\mathbf y}), \tag{8}$$

and (7) becomes

$$\mathbf p_2=\mu v\left[(1-\cos\theta)\hat{\mathbf x}-\sin\theta\,\hat{\mathbf y}\right]. \tag{9}$$

Use $1-\cos\theta=2\sin^2(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$:

$$\mathbf p_2=2\mu v\sin\frac\theta2
\left[\sin\frac\theta2\,\hat{\mathbf x}-\cos\frac\theta2\,\hat{\mathbf y}\right]. \tag{10}$$

The square bracket is a unit vector, and the factor in front of it is not negative. That factor is the magnitude $p_2$, and the bracket is the recoil direction. Its component along $\hat{\mathbf x}$ is

$$\cos\phi=\sin\frac\theta2=\cos\frac{\pi-\theta}{2}.$$

Both $\phi$ and $(\pi-\theta)/2$ lie between $0$ and $\pi$, where the cosine takes each value once. Hence

$$\phi=\frac{\pi-\theta}{2},\qquad p_2=2\mu v\cos\phi. \tag{11}$$

The negative $y$ component in (10) says that the target leaves on the side opposite to the deflection of the projectile, as zero total transverse momentum requires.

The energy follows from $T=p_2^2/(2M_2)$:

$$T=\frac{2\mu^2v^2}{M_2}\cos^2\phi
=\frac{2M_1^2M_2}{(M_1+M_2)^2}\,\frac{2E_0}{M_1}\cos^2\phi
=\frac{4M_1M_2}{(M_1+M_2)^2}E_0\cos^2\phi. \tag{12}$$

This proves (1). The largest value belongs to $\phi=0$, hence $\theta=\pi$: the relative velocity is reversed and the target moves straight ahead.

### The same relation without the centre-of-mass angle

The link between recoil direction and recoil energy can also be found in the laboratory frame alone. Let $\mathbf p=M_1v\hat{\mathbf x}$ be the initial momentum. The projectile ends with $\mathbf p_1'=\mathbf p-\mathbf p_2$, and energy conservation reads

$$\frac{p^2}{2M_1}=\frac{p^2-2pp_2\cos\phi+p_2^2}{2M_1}+\frac{p_2^2}{2M_2}. \tag{13}$$

Cancel $p^2/(2M_1)$, move the mixed term to the left, and use $1/M_1+1/M_2=1/\mu$ and $p/M_1=v$:

$$vp_2\cos\phi=\frac{p_2^2}{2\mu}. \tag{14}$$

One solution is $p_2=0$, which means no recoil. For any other, division by $p_2$ gives $p_2=2\mu v\cos\phi$, in agreement with (11).

Geometrically, the possible recoil momenta, drawn from a common origin, end on a sphere of diameter $2\mu v$ which passes through the origin and has its centre on the $x$ axis. A long momentum vector points nearly forward, and a short one nearly sideways. A target at rest cannot recoil backwards in an elastic collision, because (14) makes $\cos\phi$ positive whenever $p_2$ is positive.

### Dependence on the masses

The relation between $\phi$ and $\theta$ contains no mass. The masses enter through the scale $T_{\max}$. From $4M_1M_2=(M_1+M_2)^2-(M_1-M_2)^2$,

$$\frac{T_{\max}}{E_0}=1-\left(\frac{M_1-M_2}{M_1+M_2}\right)^2. \tag{15}$$

Complete transfer of energy requires equal masses and a head-on collision. The fraction is unchanged when the masses are exchanged, but the recoil speed is not: by (11) it equals $2M_1v\cos\phi/(M_1+M_2)$. A very heavy projectile can drive a light target to nearly $2v$; a very light projectile leaves a heavy target slow.

The projectile's direction does depend on the mass ratio. Its final momentum is $M_1\mathbf V+\mu\mathbf g'$. Since $M_1\mathbf V=M_1^2v\hat{\mathbf x}/(M_1+M_2)=\mu v(M_1/M_2)\hat{\mathbf x}$, equation (8) gives

$$\mathbf p_1'=\mu v\left[\left(\cos\theta+\frac{M_1}{M_2}\right)\hat{\mathbf x}+\sin\theta\,\hat{\mathbf y}\right],
\qquad
\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}. \tag{16}$$

If the denominator is negative, $\psi$ lies between $\pi/2$ and $\pi$. For equal masses the fraction is $\tan(\theta/2)$, so $\psi=\theta/2$ and $\psi+\phi=\pi/2$. In the head-on limit of that case the projectile stops and $\psi$ loses its meaning.

For a general mass ratio the angle between the two outgoing particles follows from $\mathbf p_1'\cdot\mathbf p_2=pp_2\cos\phi-p_2^2$. By (14), $pp_2\cos\phi=M_1p_2^2/(2\mu)$, and $M_1/(2\mu)=(M_1+M_2)/(2M_2)$. Therefore

$$\mathbf p_1'\cdot\mathbf p_2=\frac{M_1-M_2}{2M_2}\,p_2^2. \tag{17}$$

When both particles move afterwards, the angle between them is obtuse for a light projectile, right for equal masses and acute for a heavy one.

A heavy projectile brings a further complication. Cross-multiplying (16) gives $(M_1/M_2)\sin\psi=\sin(\theta-\psi)$, so for $M_1>M_2$ the angle $\psi$ cannot exceed $\arcsin(M_2/M_1)$. As $\theta$ grows from $0$ to $\pi$, $\psi$ rises from zero to this limit and returns to zero. A given $\psi$ below the limit belongs to two values of $\theta$, and hence to two recoil angles. The recoil angle $\phi$ suffers no such ambiguity.

### The part played by the potential

The derivation used conservation of total momentum and equality of the initial and final kinetic energies. Both hold for a time-independent potential energy which depends on the separation of the particles and vanishes at large distance. The potential may repel or attract. It need not even be central: a potential $U(\mathbf r)$ that depends on the direction of the separation vector $\mathbf r$ still gives opposite forces on the two particles and still conserves energy. A central potential is thus sufficient but not necessary.

Centrality does add conservation of angular momentum in the relative motion. This keeps the orbit in the plane of the initial velocity and the initial offset. A non-central force can turn the outgoing velocities out of that plane. The two outgoing momenta and $\hat{\mathbf x}$ remain in a common plane in either case, because $\mathbf p_1'+\mathbf p_2=\mathbf p$.

The independence was tested by integrating Newton's equations for both particles in the laboratory frame, without using (1). Projectiles of 11, 28 and 75 u with $E_0=30000$ eV met a target of 28 u. The offset was held at 0.008 nm along $y$ and 0.006 nm along $z$, here two fixed axes perpendicular to $x$; the impact parameter was thus 0.010 nm. Three interactions were used:

- the screened repulsion of equation (22), with the boron and silicon charges kept for all three masses;
- the well $-20000\ \text{eV}\,\exp(-r^2/w^2)$ with $w=0.02$ nm;
- a non-central barrier of height 18000 eV, Gaussian in each coordinate, with lengths 0.02, 0.01 and 0.03 nm along $x$, $y$ and $z$ in place of $w$.

For the 11 u projectile the results were:

| Interaction | $\theta$ (deg) | $\phi$ (deg) | $T/T_{\max}$ |
|---|---:|---:|---:|
| Repulsion | 17.51 | 81.25 | 0.0232 |
| Well | 22.47 | 78.77 | 0.0380 |
| Barrier | 34.37 | 72.81 | 0.0873 |

The three interactions give different collisions at the same impact parameter, but each row obeys (1). Over all nine runs the largest departure from the angle rule was $1.6\times10^{-9}$ degrees, and the largest departure of $T/T_{\max}$ from $\cos^2\phi$ was $1.7\times10^{-11}$. The non-central barrier did turn the recoil out of the initial plane.

What the potential does control is how often each recoil energy occurs. From (11) and (12), $T=T_{\max}\sin^2(\theta/2)=\tfrac12T_{\max}(1-\cos\theta)$, hence $dT=\tfrac12T_{\max}\sin\theta\,d\theta$. For scattering symmetric about the beam, the solid angle between $\theta$ and $\theta+d\theta$ is $d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dT/T_{\max}$. The cross-section for producing a recoil energy is therefore

$$\frac{d\sigma}{dT}=\frac{4\pi}{T_{\max}}\frac{d\sigma}{d\Omega}. \tag{18}$$

The factor $4\pi/T_{\max}$ is kinematic. The differential cross-section $d\sigma/d\Omega$ in the centre-of-mass frame carries the dependence on the potential.

## II. Boron striking silicon, and the limits of the elastic rule

### Symbols and results carried over

A projectile of mass $M_1$, energy $E_0$ and speed $v$ strikes a target of mass $M_2$ at rest. The relative velocity $\mathbf g$ turns through $\theta$; the recoil has laboratory angle $\phi$, momentum $p_2$ and energy $T$; the projectile leaves at laboratory angle $\psi$. The reduced mass is $\mu$, and $E_c=\tfrac12\mu v^2$ is the energy of relative motion. For an elastic collision $\phi=(\pi-\theta)/2$, $p_2=2\mu v\cos\phi$ and $T=T_{\max}\cos^2\phi$, where $T_{\max}=4M_1M_2E_0/(M_1+M_2)^2$. In general $\mathbf p_2=\mu(\mathbf g-\mathbf g')$, where the prime marks the value after the collision.

### From impact parameter to scattering angle

The impact parameter $b$ is the distance by which the projectile would miss the target's initial position if it were not deflected. For a central potential energy $U(r)$ the relative motion has angular momentum $\mu vb$. With polar angle $\chi$, conservation of angular momentum and energy gives

$$r^2\dot\chi=vb,\qquad
\dot r^2=v^2\left[1-\frac{U(r)}{E_c}-\frac{b^2}{r^2}\right]. \tag{19}$$

The second equation follows from $\tfrac12\mu(\dot r^2+r^2\dot\chi^2)+U=E_c$ on inserting the first. Consider a repulsive potential that falls steadily with distance. The bracket then has a single zero $r_0$, the distance of closest approach. Dividing $\dot\chi$ by $|\dot r|$ gives the angle swept per unit of $r$, and the inward and outward halves of the orbit contribute equally. An undeflected path sweeps $\pi$; repulsion reduces the sweep by $\theta$:

$$\theta=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-U(r)/E_c-b^2/r^2}}. \tag{20}$$

For $U=0$ one has $r_0=b$, and the substitution $s=b/r$ turns the second term into $2\int_0^1ds/\sqrt{1-s^2}=\pi$, so $\theta=0$ as it must be.

For $b>0$ the integrand of (20) diverges at $r_0$, though the integral is finite. Setting $r=r_0/(1-w^2)$ gives $dr/r^2=2w\,dw/r_0$ and

$$\theta=\pi-\frac{4b}{r_0}\int_0^1
\frac{w\,dw}{\sqrt{1-U(r)/E_c-b^2/r^2}}. \tag{21}$$

Near $w=0$ the root is proportional to $w$, so the new integrand stays finite and is suited to numerical quadrature.

The Ziegler–Biersack–Littmark universal potential describes the repulsion of two nuclei screened by their electrons:

$$U(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\sum_{k=1}^{4}c_k e^{-d_kr/a},\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}. \tag{22}$$

Here $a_0$ is the Bohr radius, $Z_1$ and $Z_2$ are the nuclear charge numbers, and the pairs $(c_k,d_k)$ are $(0.1818,3.2)$, $(0.5099,0.9423)$, $(0.2802,0.4029)$ and $(0.02817,0.2016)$.

For an elastic collision with a free target at rest, the recoil angle and energy have been shown to obey (1) whatever the form of a time-independent potential that vanishes at large distance, and the integral that gives $\theta$ from the impact parameter has been set up. It remains to apply these results to boron striking silicon and to examine the effects of electronic energy loss, thermal motion and the crystal.

All numerical values are calculated from the stated model.
